# Relaxation of a Nearly Circular Island by Isotropic Edge Diffusion, part 2

A growth calculation can store a single-layer island as a circle rather than a full contour if edge diffusion removes distortions before the next event, such as a coalescence. The decay time of the slowest distortion, the elliptical one ($m=2$), decides the choice.

The island has area $\pi R^2$ and edge $r(\theta,t)=R+u(\theta,t)$. Arc length $s$ runs anticlockwise, the normal points outward, the curvature $\kappa$ is positive for a circle, and a prime denotes $\partial_\theta$. Each atom occupies an area $\Omega$; $L$ is the perimeter, $\gamma$ the isotropic line tension and $F=\gamma L$ the edge free energy. Edge adatoms have density $c$ per length, $c_0$ on a straight edge and $c_R=c_0e^{\ell/R}$ on the circle. They hop at rate $h$ to each side between sites $a$ apart, with flux

$$J=-D\frac{\partial c}{\partial s},\qquad D=ha^2 .$$

The first derivation assumed local equilibrium between adatoms and edge, with chemical potential $\mu=\Omega\gamma\kappa$ measured from a straight edge, so that

$$c=c_0e^{\mu/k_BT}=c_0e^{\ell\kappa},\qquad \ell=\frac{\Omega\gamma}{k_BT}.$$

Conservation of atoms, with $g=\sqrt{r^2+r'^2}$, then gave the full nonlinear flow

$$r\frac{\partial r}{\partial t}
=\Omega Dc_0\frac{\partial}{\partial\theta}\left[\frac1g\frac{\partial}{\partial\theta}e^{\ell\kappa}\right].$$

For a small distortion $u=\varepsilon\cos m\theta$, the curvature changes by

$$\delta\kappa=\frac{m^2-1}{R^2}\,\varepsilon\cos m\theta ,$$

and the amplitude decays as

$$\frac{d\varepsilon}{dt}=-\lambda_m\varepsilon,\qquad
\lambda_m=B_R\frac{m^2(m^2-1)}{R^4},\qquad
B_R=\frac{Dc_R\Omega^2\gamma}{k_BT}.$$

In time integration of the flow for $m=3$, the mean rate over one predicted lifetime was 0.10% below the linear rate at amplitude 0.2 nm and 0.38% below it at 0.4 nm.

The example island has $R=10$ nm, $T=300$ K, $k_BT=0.02585$ eV, $a=0.25$ nm, $\Omega=0.0625$ nm², $\gamma=0.3$ eV/nm, $h=9.12\times10^7$ s⁻¹, $c_R=3.92\times10^{-5}$ nm⁻¹ and elliptical lifetime $1/\lambda_2=82$ s.

The second derivation seeks the same rate from the free energy stored in the distortion and the free energy dissipated in moving atoms to remove it.

### A minimum principle for the flux

Let $\mu(s)$ be the chemical potential of atoms at the edge. For small departures from equilibrium, suppose the flux is proportional to its gradient:

$$J=-\sigma\frac{\partial\mu}{\partial s},\qquad \sigma=\frac{Dc}{k_BT}\ \text{for dilute adatoms}.$$

The expression for $\sigma$ follows from $J=-D\,\partial_sc$. With $\mu=k_BT\ln(c/c_0)$, one has $\partial_sc=(c/k_BT)\,\partial_s\mu$.

Now imagine an arbitrary trial flux $j(s)$, not necessarily the true one. It adds $-\partial_sj$ atoms per length and time to the edge. The free energy would then change at the rate

$$\dot F[j]=-\oint\mu\frac{\partial j}{\partial s}ds=\oint j\frac{\partial\mu}{\partial s}ds .$$

The second form follows by integration by parts; there is no end term on a closed edge. Define the dissipation and the function to be minimized as

$$P[j]=\oint\frac{j^2}{\sigma}ds,\qquad Q[j]=\tfrac12P[j]+\dot F[j].$$

Changing $j$ by $\delta j$ changes $Q$ by

$$\delta Q=\oint\left(\frac{j}{\sigma}+\frac{\partial\mu}{\partial s}\right)\delta j\,ds+\oint\frac{(\delta j)^2}{2\sigma}ds .$$

The first integral vanishes for every $\delta j$ when $j=-\sigma\,\partial_s\mu$, and the second is then positive. The true flux therefore minimizes $Q$. At that flux $\dot F=-P$: the free energy lost by the edge is dissipated in transport. This is Onsager's principle for the present system.

The advantage is that $\dot F$ need not be found from $\mu(s)$. If the free energy is known as a function of the shape amplitudes, its time derivative follows directly.

### Free energy of the distortion

Allow all modes at once, so that nothing has to be assumed about a single mode remaining single:

$$u=u_0+\sum_{m\ge1}\left(a_m\cos m\theta+b_m\sin m\theta\right).$$

Fixed area determines $u_0$. From $\tfrac12\int(R+u)^2d\theta=\pi R^2$ it follows that

$$R\int u\,d\theta+\tfrac12\int u^2d\theta=0 .$$

The first integral is $2\pi u_0$. To second order the second is $\pi\sum(a_m^2+b_m^2)$, because different harmonics are orthogonal and $u_0^2$ is of fourth order. Hence

$$2\pi u_0=-\frac{\pi}{2R}\sum_{m\ge1}(a_m^2+b_m^2).$$

The perimeter is the integral of $\sqrt{r^2+r'^2}=r+r'^2/(2r)+\dots$. To second order the denominator may be taken as $2R$:

$$L=2\pi R+2\pi u_0+\frac1{2R}\int u'^2d\theta .$$

Each derivative brings a factor $m$, so $\int u'^2d\theta=\pi\sum m^2(a_m^2+b_m^2)$. Inserting $u_0$ gives

$$F=\gamma L=2\pi\gamma R+\frac{\pi\gamma}{2R}\sum_{m\ge1}(m^2-1)(a_m^2+b_m^2).$$

The waviness lengthens the edge and supplies $m^2$. The slight contraction of the mean radius, needed to keep the area fixed, shortens it and supplies $-1$. In the first derivation the same $-1$ came from the larger distance of a bump from the centre. Here it comes from a constraint on the whole island. The mode $m=1$ costs nothing, as a displacement should.

Differentiation in time gives

$$\dot F=\frac{\pi\gamma}{R}\sum_{m\ge1}(m^2-1)(a_m\dot a_m+b_m\dot b_m).$$

### Dissipation needed to change the shape

Conservation determines which flux produces a given change. To first order, $\partial_s=R^{-1}\partial_\theta$ and the normal velocity is $\dot u$, so

$$\dot u=-\frac{\Omega}{R}\frac{\partial j}{\partial\theta}.$$

Since $\dot u_0$ is of second order it drops out. Integration over $\theta$ gives

$$j=j_0-\frac{R}{\Omega}\sum_{m\ge1}\frac1m\left(\dot a_m\sin m\theta-\dot b_m\cos m\theta\right).$$

The constant $j_0$ is a uniform circulation of atoms, which leaves the shape unchanged. The factor $1/m$ has a simple meaning: when the bumps are closer together, atoms travel a shorter way, and less flux is needed for the same change of height.

The flux is itself of first order in the distortion. In $P$ it appears squared, so $\sigma$ and the arc length can be given their values on the circle, $\sigma_R=Dc_R/(k_BT)$ and $ds=R\,d\theta$:

$$P=\frac{2\pi R}{\sigma_R}j_0^2+\frac{\pi R^3}{\sigma_R\Omega^2}\sum_{m\ge1}\frac{\dot a_m^2+\dot b_m^2}{m^2}.$$

One power of $R$ in the second term comes from the length of the edge and two from the squared flux. The density $c_R$ can also be found without local curvature. A circular island has $F=2\pi\gamma R$ and $N=\pi R^2/\Omega$ atoms, so

$$\mu=\frac{dF/dR}{dN/dR}=\frac{2\pi\gamma}{2\pi R/\Omega}=\frac{\Omega\gamma}{R},$$

which again gives $c_R=c_0e^{\ell/R}$.

### The rate once more

Minimize $Q=\tfrac12P+\dot F$ at a given shape. Since $j_0$ appears in $P$ through a positive square and not in $\dot F$, its minimizing value is zero. For $\dot a_m$, setting the derivative to zero gives

$$\frac{\pi R^3}{\sigma_R\Omega^2m^2}\dot a_m+\frac{\pi\gamma}{R}(m^2-1)a_m=0 .$$

Therefore

$$\dot a_m=-\sigma_R\Omega^2\gamma\,\frac{m^2(m^2-1)}{R^4}\,a_m .$$

With $\sigma_R=Dc_R/(k_BT)$ the prefactor is $B_R$, and the rate is that of the first derivation. The same equation holds for $b_m$. No cross terms between modes appear, because both quadratic expressions are diagonal in the harmonics. The rate is a ratio of a restoring force, proportional to $(m^2-1)/R$, to a friction, proportional to $R^3/m^2$. Seen this way, most of the slowing in a larger island comes from friction: three powers of $R$ out of four.

### What thermal fluctuations change

The free energy also gives the size of the fluctuations that remain after relaxation. For $m\ge2$, each amplitude has the energy $\tfrac12Ka_m^2$ with $K=\pi\gamma(m^2-1)/R$. Classical equipartition assigns it the mean energy $k_BT/2$, so

$$\langle a_m^2\rangle=\frac{k_BTR}{\pi\gamma(m^2-1)} .$$

For the island of 10 nm radius,

$$\sqrt{\langle a_2^2\rangle}=\sqrt{\frac{0.02585\times10}{3\pi\times0.3}}\ \mathrm{nm}=0.30\ \mathrm{nm},$$

and the corresponding value for $m=3$ is 0.19 nm. These follow from the quadratic free energy and were not tested by simulating the fluctuations.

The decay law therefore describes the mean amplitude over many islands prepared alike. The value 0.30 nm holds for each of $a_2$ and $b_2$, so the elliptical amplitude $\sqrt{a_2^2+b_2^2}$ has a root-mean-square value of 0.43 nm. A single island whose elliptical distortion has fallen to this size will not follow a smooth exponential. The mean number of adatoms on the whole edge is only 0.0025, so the edge is nearly always empty, but this does not set the size of the scatter. One elliptical lifetime still contains about $4\times10^7$ hops, each changing $a_2$ by at most about $10^{-4}$ nm. The expression for $\langle a_m^2\rangle$ does not contain $c_R$: more adatoms would speed up the relaxation and the random motion alike and leave the fluctuations as large. For the choice between circle and contour, there is little point in demanding that a distortion decay below its thermal size.

### What the two derivations assume

Both routes assume a continuous edge, small slopes, isotropic line tension and mobility, no exchange with the terrace, and negligible storage of adatoms. Both need a single local chemical potential shared by the edge and its adatoms. They differ in what else they use and in what they return.

The first route starts from independent hops and a dilute adatom population. In return it gives an equation of motion for larger distortions, including the exponential dependence of density on curvature. The finite-amplitude corrections quoted earlier come from that equation.

The second route needs a linear relation between flux and chemical potential gradient, but its central step does not need diluteness. If the adatoms interact or block one another, the rate keeps its form with $\sigma_R$ as the actual transport coefficient of the circular edge, provided storage remains negligible. The expression $Dc_R/(k_BT)$ is then no longer justified. As carried out here, with $F$ and $P$ kept to second order, this route says nothing about larger amplitudes.

### When exchange with kinks is slow

The second route also shows what happens if local equilibrium fails. Let adatoms and edge have different chemical potentials, and let the net number of atoms joining the edge per length and time be $w=k\,\Delta\mu$, where $\Delta\mu$ is the difference and $k$ a constant. Each joining atom loses free energy $\Delta\mu=w/k$. With $w=\dot u/\Omega$, the added dissipation is

$$P_{\rm ex}=\oint\frac{w^2}{k}ds=\frac{\pi R}{k\Omega^2}\sum_{m\ge1}(\dot a_m^2+\dot b_m^2).$$

It adds to the friction of each mode. Minimizing as before gives

$$\lambda_m^{\rm slow}=\frac{\lambda_m}{1+m^2\sigma_R/(kR^2)} .$$

The original law requires $\sqrt{\sigma_R/k}\ll R/m$. This length is the distance over which diffusion and exchange offer equal resistance. In the opposite limit the rate becomes $k\Omega^2\gamma(m^2-1)/R^2$: the conserved-transport factor $m^2$ is lost, together with two powers of $1/R$. For a given mode, the edge-diffusion law is thus approached as the island grows. This extension is derived here but was not tested numerically.

### When the mobility depends on direction

Isotropy matters because it keeps the harmonics separate. Let the mobility be multiplied by $M(\theta)=1+\alpha\cos6\theta$, with $|\alpha|<1$, while the line tension stays isotropic. To first order, the local equation of the first route becomes

$$\dot u=\frac{B_R}{R^2}\frac{\partial}{\partial\theta}\left[M(\theta)\frac{\partial\delta\kappa}{\partial\theta}\right].$$

For $u=\varepsilon\cos3\theta$, the curvature change is $8u/R^2$ and its derivative is proportional to $\sin3\theta$. The product with the mobility contains

$$\cos6\theta\,\sin3\theta=\tfrac12(\sin9\theta-\sin3\theta).$$

The part that returns to $m=3$ multiplies its initial rate by $1-\alpha/2$, and the other part drives $m=9$. At $\alpha=0.5$ the factor is 0.75, which the numerical test confirms. For $\sin3\theta$ the corresponding product is $\cos6\theta\cos3\theta=\tfrac12(\cos9\theta+\cos3\theta)$, and the factor is $1+\alpha/2$. The orientation of the bumps relative to the fast directions then matters.

For $u=\varepsilon\cos2\theta$, take $B_R=R=1$. The curvature change is $3\varepsilon\cos2\theta$, with derivative $-6\varepsilon\sin2\theta$. The anisotropic part of the bracket is

$$-6\alpha\varepsilon\cos6\theta\sin2\theta=-3\alpha\varepsilon(\sin8\theta-\sin4\theta),$$

and one more derivative gives $12\alpha\varepsilon\cos4\theta-24\alpha\varepsilon\cos8\theta$. An ellipse therefore drives a fourfold distortion at first order. For $\alpha=0.5$ its rate of growth divided by $\varepsilon$ should be 6; the numerical value is 6.01. With isotropic mobility the value is 0.009 at the small amplitude used, consistent with a coupling that is absent at first order.

For the choice that opened the discussion, the elliptical lifetime $R^4/(12B_R)$ is thus a sound guide when line tension and mobility are nearly isotropic, kink exchange is fast on the scale $R/2$, exchange with the terrace is negligible, and the distortion is already small. For the line tension the first condition is strict. If $\gamma$ depends on the direction $\phi$ of the edge, $\gamma+d^2\gamma/d\phi^2$ takes the place of $\gamma$ in the chemical potential. For $\gamma\propto1+0.02\cos4\phi$ this sum already varies by 30% to either side of its mean. The equilibrium shape is then no longer a circle, and the two elliptical modes about it decay about 13% slower and 17% faster than the isotropic formula gives. Even with an isotropic edge, a strongly elongated island formed by coalescence has to be followed by its contour until its distortion is small. The individual values are listed in the numerical output below.

## Numbers as computed

```
temperature T = 300 K, kT = 0.02585 eV
spacing a = 0.25 nm, area per atom = 0.0625 nm^2
line tension = 0.3 eV/nm, radius R = 10 nm
attempt frequency = 1e+13 1/s
hop barrier = 0.3 eV, formation energy = 0.3 eV
hop rate to each side = 9.1248e+07 1/s
D = 5.7030e+06 nm^2/s
c_0 = 3.6499e-05 1/nm, c_R = 3.9245e-05 1/nm
capillary length ell = 0.7253 nm
factor exp(ell/R) = 1.0752
B straight edge = 9.4356 nm^4/s, B_R = 10.1454 nm^4/s
atoms in island = 5027
mean number of edge adatoms = 0.00247
physical island, start amplitude 0.02 nm:
m, m^2(m^2-1), formula rate 1/s, flow rate 1/s, lifetime s
2    12 0.01217 0.01217 82.139
3    72 0.07305 0.07305 13.690
4   240 0.24349 0.24349 4.107
5   600 0.60872 0.60871 1.643
6  1260 1.27832 1.27826 0.782
m=2 lifetime at 2R = 1362.8 s
m=2 lifetime ratio 2R to R = 16.591
exponent of 1/R from flow at fixed B = 4.00000
flow rates for B=1, R=1, dimensionless:
m=1: 0.0000
m=2: 12.0000
m=3: 71.9998
m=4: 239.9988
m=5: 599.9954
m=6: 1259.9857
m=3, amplitude 0.2 nm: mean rate/linear rate = 0.99904
m=3, amplitude 0.4 nm: mean rate/linear rate = 0.99616
deviation growth on doubling amplitude = 3.995
thermal rms cosine amplitude, m=2: 0.3024 nm
thermal rms cosine amplitude, m=3: 0.1852 nm
sixfold mobility alpha = 0.5
m=3 rate, sixfold/isotropic = 0.7500
m=4 driven by m=2 (B=R=1): isotropic 0.0090
m=4 driven by m=2 (B=R=1): sixfold 6.0090
```
